# The Fermi–Ulam Map for Capacitive Sheath Heating and Its Chaos Border

In a capacitively coupled plasma the edge of the electron cloud moves back and forth in front of an electrode at the radio frequency. An electron that strikes this edge gains speed if the edge is advancing and loses speed if it is retreating. Lasting heating requires the memory of the phase to be lost over repeated impacts. The problem is to find the range of speeds in which the motion itself scrambles the phase.

The model is one-dimensional and at first collisionless. The electrode is on the left and the plasma occupies \(x>s(t)\), with

\[
s=-a\cos\psi,\qquad u_s=\dot s=u_0\sin\psi,\qquad \psi=\omega t,\quad u_0=\omega a .
\]

A positive \(u_s\) means that the edge advances into the plasma. At \(x=L\) stands a fixed boundary that reflects elastically, and \(a\ll L\). The plasma between them is field-free. One moving edge represents a strongly asymmetric reactor, in which the current spreads over a large counter-electrode whose sheath moves little. The electron drift that carries the current through the plasma is left out of this model, although it can weaken the kicks; part (g) includes it for equal electrodes. The speed \(v\) is the component normal to the electrode.

## (a) How does one reflection change the speed?

*Take the sheath to be free of electrons, with uniform ion density \(n_s\). Find the outgoing speed of an electron that enters with speed \(v\).*

**Solution.** The field vanishes at the edge. Inside the sheath Gauss's law, \(dE/dx=en_s/\varepsilon_0\), gives \(E=-en_s(s-x)/\varepsilon_0\). The force on the electron is \(-eE\), so

\[
\ddot x=\omega_p^2(s-x),\qquad \omega_p^2=\frac{n_se^2}{\varepsilon_0m}.
\]

This force points toward the plasma. With \(\xi=x-s\), the distance from the moving edge,

\[
\ddot\xi=-\omega_p^2\xi-\ddot s .
\]

If \(\ddot s\) is nearly constant during the reflection, multiplying by \(\dot\xi\) and integrating shows that

\[
\tfrac12\dot\xi^2+\tfrac12\omega_p^2\xi^2+\ddot s\,\xi
\]

is conserved. At entry and exit \(\xi=0\), so \(\dot\xi\) only changes sign. At entry \(\dot\xi=-v-u_s^{\rm in}\); at exit \(\dot\xi=v+u_s^{\rm in}\). Adding the edge velocity at exit gives

\[
v'=v+u_s^{\rm in}+u_s^{\rm out}\simeq v+2u_s ,
\]

with \(u_s\) taken at the middle of the reflection. The electron spends about half a plasma oscillation, \(\pi/\omega_p\), in the sheath. The law therefore requires \(\omega\ll\omega_p\), and also that the electron turn before it reaches the electrode.

## (b) What map connects successive impacts?

*Find the flight time, simplify it for \(a\ll L\), and write the result in dimensionless form.*

**Solution.** An electron leaves the edge at phase \(\psi\) with speed \(v\), travels to \(L\), and meets the edge again at phase \(\psi'=\psi+\omega\tau\). The distance covered is \([L-s(\psi)]+[L-s(\psi')]\), so

\[
v\tau=2L+a\cos\psi+a\cos\psi' .
\]

Measure speed in units of the largest kick, \(w=v/(2u_0)\). Since \(\omega a/v=1/(2w)\), multiplying by \(\omega/v\) gives

\[
\omega\tau=\frac{L}{a\,w}+\frac{\cos\psi+\cos\psi'}{2w}.
\]

The second term never exceeds \(1/w\) in magnitude. For \(w\gg1\) it is dropped, although the edge velocity is kept in the kick. With \(M=L/(2\pi a)\) this is the simplified Fermi–Ulam map:

\[
w'=|w+\sin\psi|,\qquad \psi'=\psi+\frac{2\pi M}{w'} .
\]

The absolute value matters only if \(w<1\). Such a slow electron may still be moving toward the electrode after its first impact and be struck again. The absolute value is a convenient closure for that case, not a derived law.

If the impact phases in this map were uniformly random, the mean change of \(w^2\) per impact would be \(\langle2w\sin\psi+\sin^2\psi\rangle=\tfrac12\). The mean energy gain would be \(\tfrac12m(2u_0)^2\cdot\tfrac12=mu_0^2\). For electrons that arrive at random times, a real moving edge is struck more often while it advances, by the factor \(1+u_s/v\). The energy change \(2m(vu_s+u_s^2)\), averaged with this weight, is \(2mu_0^2\); the simplified map omits the extra half because it drops the edge displacement. Whether the phases are effectively random is decided by the dynamics.

## (c) Where are the simplest resonances stable?

*Find the orbits that return to the same speed and phase after one impact, and test their linear stability.*

**Solution.** Where \(w+\sin\psi>0\), so that the absolute value plays no part, a fixed point needs \(\sin\psi=0\) and a flight lasting a whole number \(k\) of periods:

\[
w_k=\frac Mk,\qquad \psi=0\ \text{or}\ \pi .
\]

Let \(G=2\pi M/w'^2\). For \(w+\sin\psi>0\), a small displacement obeys

\[
dw'=dw+\cos\psi\,d\psi,\qquad d\psi'=d\psi-G\,dw' .
\]

The Jacobian matrix is therefore

\[
J=\begin{pmatrix}1&\cos\psi\\-G&1-G\cos\psi\end{pmatrix},
\]

\[
\det J=1-G\cos\psi+G\cos\psi=1,\qquad \operatorname{Tr}J=2-G\cos\psi .
\]

Where \(w+\sin\psi>0\), the map therefore preserves small areas in the \((w,\psi)\) plane. Its multipliers satisfy \(\lambda^2-\lambda\operatorname{Tr}J+1=0\), so they form a complex pair on the unit circle when \(|\operatorname{Tr}J|<2\). That requires \(0<G\cos\psi<4\).

At \(\psi=\pi\) the trace is \(2+G>2\), and the point is unstable. At \(\psi=0\) it is stable if \(G<4\), that is, if

\[
w>w_s=\sqrt{\frac{\pi M}{2}} .
\]

Below \(w_s\) all these one-impact resonances are unstable. Above it, stable islands appear inside the chaotic region. Thus \(w_s\) marks the first islands of this one-impact kind, not the end of chaos: an electron can still wander around an island to higher speed. Smaller islands, around orbits that repeat only after several impacts, can also exist below \(w_s\).

## (d) What limits the wandering?

*Reduce the map near a resonance to a form with one parameter, and find the threshold of that parameter.*

**Solution.** Put \(w=w_k+\delta\). The kick gives \(\delta'=\delta+\sin\psi\), and the flight phase expands as

\[
\frac{2\pi M}{w_k+\delta'}=2\pi k-K\delta'+\frac{K\delta'^2}{w_k}-\dots,\qquad K=\frac{2\pi M}{w_k^2}.
\]

The term \(2\pi k\) has no effect on the phase. Keeping the linear term and defining \(I=-K\delta\),

\[
I'=I-K\sin\psi,\qquad \psi'=\psi+I' ,
\]

which is the standard map. The parameter \(K\) is the change in flight phase, in radians, produced by the largest kick. When \(K\) is large, a small difference in impact phase becomes a large difference at the next impact. When \(K\) is small, successive phases remain correlated.

The standard map repeats when \(I\) changes by \(2\pi\), so neighbouring resonances are separated by

\[
\Delta w=\frac{2\pi}{K}.
\]

This agrees with \(w_k-w_{k+1}=M/[k(k+1)]\simeq w^2/M\) for large \(k\). Half a spacing from a resonance, the omitted quadratic term is \(K(\pi/K)^2/w=\pi^2/(Kw)\). The reduction is therefore good across a whole cell only if \(w\gg\pi^2/K\), which is about 10 when \(K\simeq1\).

Transport is blocked by an invariant curve that runs through all phases. Orbits on one side cannot reach the other, because the map is continuous and carries the curve and each side into itself. As \(K\) grows these curves break up. The last is taken to be the one whose mean phase advance per step, divided by \(2\pi\), is the golden mean \(0.618\ldots\) or its mirror image; this is an established numerical finding, not proved here.

The threshold can be computed from periodic orbits that approximate this curve. Eliminating \(I\) gives

\[
\psi_{n+1}-2\psi_n+\psi_{n-1}=-K\sin\psi_n .
\]

An orbit that advances by \(2\pi p\) in \(q\) steps obeys \(\psi_{n+q}=\psi_n+2\pi p\). The equation is unchanged if both \(\psi\) and \(n\) change sign, so an orbit with \(\psi_0=0\) has \(\psi_{-n}=-\psi_n\). For even \(q\), setting \(n=-q/2\) gives \(\psi_{q/2}=\pi p\). The phases between these two ends were found by numerical relaxation.

The stability of the orbit is measured by its residue \(R=(2-\operatorname{Tr}J_q)/4\), where \(J_q\) is the product of the \(q\) Jacobians. Residues of successive approximants tend to zero while the curve exists and grow after it has broken. Greene's criterion places the threshold near \(R=1/4\). This gives \(K=0.97178\) for \(p/q=21/34\) and \(0.97162\) for \(89/144\), hence

\[
K_c\simeq0.972 .
\]

Direct iteration shows what the threshold means. From 200 starts near the unstable point \(\psi=\pi,\ I=0\), the largest \(|I|\) in 15,000 steps was 2.31 at \(0.9K_c\), less than one period \(2\pi\). At \(1.3K_c\) it was 27.8, more than four periods.

## (e) At what speed does chaos give way to regular motion?

*Use the local threshold to estimate the border, and compare it with long orbits of the full map.*

**Solution.** The local parameter \(K=2\pi M/w^2\) falls as the electron speeds up. Setting it equal to \(K_c\) gives

\[
w_b\simeq\sqrt{\frac{2\pi M}{K_c}}=\sqrt{\frac{L}{aK_c}} .
\]

Since \(v=2\omega a\,w\),

\[
v_b\simeq2\omega\sqrt{\frac{aL}{K_c}},\qquad
W_b=\tfrac12mv_b^2\simeq\frac{2m\omega^2aL}{K_c}.
\]

The resonances are discrete, so the last barrier cannot follow this smooth formula closely. A reasonable uncertainty is one resonance spacing, \(2\pi/K_c=6.47\) in \(w\). Relative to \(w_b\) it shrinks as \(M^{-1/2}\); for \(M=19.10\) it exceeds half of \(w_b\) and is only a weak constraint.

For each \(M\), 200 orbits of the simplified map were started at \(w_b/2\) with random phases and followed for 40,000 impacts:

| \(M\) | estimated \(w_b\) | highest \(w\) reached |
|---:|---:|---:|
| 19.10 | 11.11 | 11.82 |
| 100 | 25.43 | 27.39 |
| 1000 | 80.42 | 75.98 |

The differences, relative to the estimate, are \(+6\%\), \(+8\%\) and \(-6\%\), all within one spacing. Each highest value is a lower bound on what a longer run might reach. For \(M=1000\) the shortfall reflects slow leakage where \(K\) barely exceeds \(K_c\): repeatedly restarting orbits from the highest points reached carries them to \(w\simeq80.2\). The same procedure raises the other two values to 11.9 and 27.5. From above, orbits that numerically trace a smooth curve through all phases bound the three cases at 12.3, 27.6 and 86.1.

Orbits started two spacings above the estimate stayed above it for 10,000 impacts. Their lowest values were 22.09, 37.29 and 88.31, in the order of the table.

The growth of small separations also distinguishes the regions. For \(M=19.10\), the median growth exponent over 3000 impacts was 1.79 per impact for starts at \(w_b/2\), and 0.0022 for starts two spacings above \(w_b\). The first value depends on the closure for slow electrons: returning them to \(3u_0\) instead of taking the absolute value gives about 1.0, still strongly chaotic. The second value is consistent with regular motion: separations that grow in proportion to the number of impacts \(N\) give an apparent exponent of order \(\ln N/N\), here 0.0027. Thin chaotic layers can nevertheless survive around resonances above the border.

The scaling depends on what is held fixed. At fixed \(a\) and \(L\), \(W_b\propto\omega^2\). At fixed sheath current amplitude \(J=en_s\omega a\), edge density and gap, \(a\propto1/\omega\), and therefore \(W_b\propto\omega\).

## (f) What does this give for a low-pressure argon reactor?

*Take 60 MHz, \(L=30\) mm, \(a=0.25\) mm and \(n_s=5\times10^{10}\) cm⁻³. These are rough values for a very-high-frequency etch reactor.*

**Solution.** The angular frequency is \(3.770\times10^8\) s⁻¹, so \(u_0=\omega a=9.42\times10^4\) m/s. Then

\[
M=\frac{30}{2\pi(0.25)}=19.10,\qquad
w_b=\sqrt{\frac{30/0.25}{0.9716}}=11.11,
\]

\[
v_b=2(9.42\times10^4)(11.11)=2.09\times10^6\ \text{m/s},\qquad W_b\simeq12.5\ \text{eV}.
\]

One-impact resonances can be stable only above \(w_s=5.48\), or 3.0 eV. Between these energies chaos and islands coexist.

The highest speed reached in the simplified map corresponds to 14.1 eV. With the exact flight equation of part (b), solved by Newton iteration for 200 electrons over 15,000 impacts, the highest energy was 14.0 eV. In that calculation electrons slower than \(3u_0\) were returned to \(3u_0\), well inside the chaotic region. These highest energies are uncertain by a few tenths of an eV: including the time \(\pi/\omega_p\) spent in the sheath gives about 14.2 eV, and a longer search in the simplified map reaches 14.4 eV. Neglecting the edge displacement therefore changes the border little here, while the analytic estimate is about 11% below the exact-flight result in energy. Since \(w_b\) is close to \(\pi^2/K_c\simeq10\), the local reduction is only marginally justified, and this agreement should not be assumed for other small values of \(M\).

For a sharp plasma edge the reflection law is well satisfied: \(\omega_p/\omega=33.5\). Integrating the sheath equation for eight entry phases at speed \(v_b\) gave kicks that differed from \(2u_s\) by at most 0.02% of \(2u_0\), provided the electrode was not reached. The sharp edge is itself an idealisation. At an assumed electron temperature of 3 eV, the Debye length \(\sqrt{\varepsilon_0k_BT_e/(n_se^2)}\) is 0.058 mm, about a quarter of \(a\), so the real edge is noticeably blurred.

## (g) Which neglected effects change the answer?

*Consider the second sheath and bulk drift, collisions, and loss to the electrode.*

**Solution.** *Second sheath and drift.* With equal electrodes, both plasma edges move with the same velocity \(u_s\). At the right edge an incoming velocity \(+v\) becomes \(-v+2u_s\), so the speed becomes \(v-2u_s\). The minus sign is equivalent to a phase shift of \(\pi\), and each impact now follows a single crossing of the gap. The phase advance is \(\pi M/w'+\pi\).

The bulk must also carry the current. For a uniform bulk of density \(n_b\), with displacement current neglected there, \(n_bu_b=n_su_s\). The bulk electrons drift at \(u_b=ru_s\), with \(r=n_s/n_b\). The bulk field accelerates every electron equally, so in the drifting frame an electron flies freely and meets edges moving at \((1-r)u_s\). With \(w\) now measured in that frame,

\[
w'=|w+(1-r)\sin\psi|,\qquad \psi'=\psi+\frac{\pi M}{w'}+\pi .
\]

The local parameter is \(K=(1-r)\pi M/w^2\), and

\[
w_b^2\simeq\frac{(1-r)\pi M}{K_c}.
\]

The estimated border energy is multiplied by \((1-r)/2\). If \(r=1\), the kicks vanish and so does this heating. For \(M=1000\) and \(r=0.5\) the estimate is 40.2, and 40,000 impacts took 200 orbits up to 38.5. In the example, an assumed \(r=0.5\) lowers the estimate from 12.5 to about 3.1 eV, or \(w=5.56\). Here the formula is only a rough guide, because the one-crossing resonances, at \(w=M/(2k-1)=19.1,\ 6.37,\ 3.82,\dots\), are far apart. Iterating the map for these values shows that some orbits pass the estimate and travel around the resonance at 6.37, reaching \(w\simeq7.6\), or about 5.9 eV.

*Collisions.* At 3 mTorr and 300 K, with a rough electron–argon cross-section \(\sigma=2\times10^{-15}\) cm² (appropriate near 10–15 eV; at a few eV it is several times smaller), the mean free path \(k_BT/(p\sigma)\) is 52 mm. A 60 mm round trip contains \(60/52\simeq1.2\) collisions on average, and the chance of at least one is \(1-e^{-1.16}=0.69\).

To see the effect on the border, the phase was randomised with this probability after each impact, while the speed was left unchanged. Within 2000 impacts one of 200 electrons reached \(w=78\), seven times \(w_b\). Fully random phases would give an rms value of \(w\) of about \(\sqrt{2000/2}\simeq32\), so such an excursion is plausible. It is not a predicted electron energy, because energy loss and escape were omitted. It shows that phase-breaking collisions remove the barrier.

*Loss to the electrode.* The sheath oscillation in part (a) has amplitude \((v+u_s)/\omega_p\), about 0.17 mm at the border speed. The available depth is \(a(1-\cos\psi)\), which vanishes when the sheath collapses completely. An electron at \(v_b\) would reach the electrode at 39% of uniformly distributed phases; at 3 eV the fraction is still 27% and at 1 eV 20%, so with a fully collapsing sheath an electron at these energies survives only a few impacts. The fully expanded sheath has a voltage \(en_s(2a)^2/(2\varepsilon_0)=113\) V, ample to reflect it; the loss occurs near collapse. A residual sheath voltage would reduce the loss.

*Comparison with a real reactor.* A gap of a few centimetres, tens of megahertz and an edge density of order \(10^{10}\)–\(10^{11}\) cm⁻³ are reasonable rough values for low-pressure processing, while 3 mTorr is toward the low end in pressure. Even there the collisionless assumption fails within about one round trip for electrons near the border energy, and within a few round trips at a few eV. The value 12.5 eV is thus the border of the idealised single-sheath map, not a cutoff to be expected in a measured electron energy distribution. For equal electrodes, moving sheaths and drift reduce it to roughly 6 eV at \(r=0.5\), and collisions then allow electrons to pass it. Observing a sharp dynamical border would require a mean free path much longer than the distance travelled over many impacts, together with a sheath that still reflects electrons at its thinnest.
